Generalized Kohn–Sham equations with a fraction of the electron interaction, part 2

For N electrons (Hartree atomic units), H = T + W + Σ_k v(r_k), with T = Σ_k t̂_k, t̂ = −½∇² and W = Σ_{k<l} 1/|r_k − r_l|, has a nondegenerate ground state with energy E0 and density ρ0. The problem is to obtain both from a determinant Φ of orthonormal spin orbitals φ_i(x), x = (r, σ), that carries the fraction α of W (0 ≤ α ≤ 1). With Ψ any antisymmetric normalized state,

S[Φ] = ⟨Φ|T + αW|Φ⟩
F^S[ρ] = min over Φ → ρ of S[Φ]
F[ρ] = min over Ψ → ρ of ⟨Ψ|T + W|Ψ⟩
R[ρ] = F[ρ] − F^S[ρ]   (2)

E0 = min_Φ E[Φ],  E[Φ] = S[Φ] + R[ρ_Φ] + ∫vρ_Φ   (3)

The minimizer Φ^S has density ρ0. With γ(x, x') = Σ_i φ_i(x)φ_i*(x') and density ρ = ρ_Φ, ⟨W⟩ = E_H + E_x, where

E_H = ½∬ρ(r)ρ(r')/|r − r'|,  E_x = −½∬|γ(x, x')|²/|r − r'|
v_H(r) = ∫ρ(r')/|r − r'| dr',  (Kφ)(x) = −∫γ(x, x')φ(x')/|r − r'| dx'

Mixing unoccupied φ_a into occupied φ_i with small coefficients κ_ai changes ⟨W⟩ by Tr((v_H + K)δγ), and for Hermitian B

Tr(Bδγ) = Σ_ai (κ_ai⟨i|B|a⟩ + κ_ai*⟨a|B|i⟩) = 2 Re Σ_ai κ_ai*⟨a|B|i⟩   (5)

δE = 2 Re Σ_ai κ_ai*⟨a|f|i⟩,  f = t̂ + v + v_R + α(v_H + K)   (6)

At the minimum,

[−½∇² + v + v_R + α(v_H + K)] φ_i = ε_iφ_i,  v_R = δR/δρ at ρ = ρ_Φ   (7)

The potential v_ρ has an interacting ground state of density ρ and energy E[v_ρ]. The multiplier u_ρ of the search for F^S obeys δF^S = −∫u_ρ δρ, and

v_R[ρ] = u_ρ − v_ρ + constant   (9)

At ρ0, u = v + v_R; at α = 0 this is the Kohn–Sham potential v_s. I and A are the ionization energy and electron affinity.

Section 1 treated two electrons in one orbital φ = √(ρ/2), the same for every α; there ½v_H + K annihilates φ and is nonnegative.

7. Bounds and the content of R

Let Φ_KS be the minimizer at α = 0, assumed unique, with T_s = ⟨T⟩_KS and ⟨W⟩_KS = E_H + E_x^KS, and let F_α be the minimum of ⟨T + αW⟩ over all Ψ → ρ. Determinants are a subset of all states, and Φ_KS is an admissible trial determinant, so

F_α ≤ F^S ≤ T_s + α⟨W⟩_KS   (11)

Φ^S is an admissible trial determinant in the search for T_s, so T[Φ^S] ≥ T_s. Define Δ = T_s + α⟨W⟩_KS − F^S ≥ 0 and the Kohn–Sham correlation energy E_c = F − T_s − ⟨W⟩_KS. Substituting F = T_s + ⟨W⟩_KS + E_c and F^S = T_s + α⟨W⟩_KS − Δ in (2),

R = (1 − α)(E_H + E_x^KS) + E_c + Δ   (12)

All terms are functionals of ρ. At α = 1, F_α = F, so (11) gives R = E_c + Δ ≤ 0 and Δ ≤ |E_c|.

8. Leading order in α

Assume that Φ_KS is the nondegenerate ground state of h_s = t̂ + v_s, with real orbitals and ω_ai = ε_a − ε_i > 0. Parametrize nearby determinants by χ_i = φ_i + Σ_a X_aiφ_a with real X; an imaginary part of X has no first-order effect on the density or on ⟨W⟩ and only costs energy at second order. The overlap matrix is 1 + XᵀX, and the projector γ = Σ_ij|χ_i⟩[(1 + XᵀX)⁻¹]_ij⟨χ_j| has the blocks 1 − XᵀX + O(X⁴) (occupied), X + O(X³) (mixed) and XXᵀ + O(X⁴) (unoccupied). Since h_s is diagonal,

Tr(h_sγ) = Σε_i − Σ_ai ε_iX_ai² + Σ_ai ε_aX_ai² + O(X⁴)

At fixed density ∫v_sρ does not change, so T − T_s = Σω_aiX_ai² + O(X⁴). By (5), with g = v_H + K built from Φ_KS, α⟨W⟩ changes by 2αΣX_ai g_ai + O(αX²). The density constraint is 2ΣX_ai n_ai(r) + O(X²) = 0 with n_ai = Σ_σ φ_aφ_i. For X of order α the quadratic term of the constraint shifts X by O(α²) and the energy by O(α³). To order α² the task is to minimize

Q(X) = Σω_aiX_ai² + 2αΣX_ai g_ai  subject to  ΣX_ai n_ai(r) = 0

Introduce the multiplier as −α∫wδρ = −2αΣX_ai w_ai, with w local and w_ai = ∫w n_ai. Setting the derivative with respect to X_ai to zero,

X_ai = −α(g − w)_ai/ω_ai,  Σ_ai (g − w)_ai n_ai(r)/ω_ai = 0   (13)

The second equation is the optimized-effective-potential equation. It is also the condition that c(w) = Σ[(g − w)_ai]²/ω_ai be stationary in w, since δc = −2∫δw Σ(g − w)_ai n_ai/ω_ai, and c(w) is a convex quadratic, so w is a weighted least-squares fit of g by a local potential. Let c be the minimum. Then Σω_aiX_ai² = α²c. The constraint makes ΣX_ai w_ai = 0, so 2αΣX_ai g_ai = 2αΣX_ai(g − w)_ai = −2α²c, and Q = −α²c:

Δ = α²c + O(α³),  T[Φ^S] − T_s = α²c + O(α³)   (14)

The function made stationary was T + ∫v_sρ + α⟨W⟩ − α∫wρ, so u = v_s − αw + O(α²). Comparing δF^S/δρ = −u with F^S = T_s + α⟨W⟩_KS + O(α²) identifies w as the Kohn–Sham Hartree plus exact-exchange potential. The operator is f = h_s + α(g − w) + O(α²), because the change of g with γ is itself of order α. First-order perturbation theory for nondegenerate highest occupied (H) and lowest unoccupied (L) levels gives

d(ε_L − ε_H)/dα at α = 0  =  ⟨L|g − w|L⟩ − ⟨H|g − w|H⟩   (15)

The constant c vanishes only if a local potential reproduces the whole occupied-unoccupied block of g. Section 1 is such a case, with w = ½v_H, while the slope (15) is still nonnegative. There Δ = 0 for every α within the class of section 1, where each spin carries ρ/2. Among all determinants, as in (2), a spin-polarized determinant with the same total density can lie lower at finite α, as for a stretched two-electron bond, and then Δ > 0 although c = 0. If c > 0, the determinants at α > 0 and α = 0 differ although their densities agree: if Φ_KS also satisfied (7) at some α > 0, with local potential u, then ⟨a|t̂ + v_s|i⟩ = 0 and ⟨a|t̂ + u + αg|i⟩ = 0 would give g_ai = ⟨a|v_s − u|i⟩/α, the block of a local potential, and c would vanish.

9. Worked example with the exact remainder

An open chain of six sites holds three spinless fermions. The hopping between neighbours is −t, and t is the energy unit. The interaction is W = Σ_{j<k} U_jk n_jn_k with U_jk = U/|j − k|, U = 1 t and U_jj = 0, and the site potential is v = (0, −1, 0.5, 0, 1, −0.5) t. The density is the vector ρ_j = γ_jj, and the derivations of sections 3 to 8 carry over with

E_H = ½ΣU_jkρ_jρ_k,  E_x = −½ΣU_jk|γ_jk|²,  (v_H + K)_jk = δ_jk Σ_l U_jlρ_l − U_jkγ_jk

Potentials are quoted with zero mean, which v already has. The model is defined exactly by these parameters, and the digits below are those of its numerical solution.

Diagonalizing the 20 × 20 Hamiltonian gives E0 = −2.493402 t and

ρ0 = (0.33621, 0.65523, 0.29187, 0.64238, 0.20778, 0.86652)

with v·ρ0 = −0.734770 t, so F = −2.493402 + 0.734770 = −1.758632 t. The diagonalizations for two and four particles give E(2) + E(4) − 2E(3) = 1.611911 t for the exact gap I − A. For other densities, and for F_α, the potential is found by Newton iteration on the five independent occupations, and F = E[v_ρ] − v_ρ·ρ.

F^S is obtained from its definition. The determinant is written as the vector of its twenty 3 × 3 minors in terms of the nine real X_ai, S is the expectation value of the matrix T + αW, and the minimum at fixed density is found by sequential quadratic programming started from the free-chain orbitals, followed by Newton iteration on the Lagrange conditions. Such a search is local. Its value is an upper bound to the global F^S, with F_α as the lower bound, and it is taken here as F^S. The potential u is obtained by solving (7) self-consistently with the three lowest levels filled and adjusting u by Newton iteration until the density is ρ0.

At α = 0 the search gives T_s = −3.113380 t, equal to F_0 to the six decimals shown, with E_H = 1.900072 t and E_x^KS = −0.538848 t. Then

⟨W⟩_KS = 1.900072 − 0.538848 = 1.361224 t
E_c = −1.758632 + 3.113380 − 1.361224 = −0.006476 t
R(α = 0) = −1.758632 + 3.113380 = 1.354748 t

At α = 0.25 the upper bound in (11) is −3.113380 + 0.25 × 1.361224 = −2.773074 t, and the three members of (11) are

−2.773508 t < F^S = −2.773291 t < −2.773074 t

with Δ = 2.176 × 10⁻⁴ t and T − T_s = 2.130 × 10⁻⁴ t. The remainder is R = −1.758632 + 2.773291 = 1.014659 t. In the form (12) it is 0.75 × 1.361224 − 0.006476 + 0.000218 = 1.014660 t, the last digit differing by rounding. At α = 1 the members of (11) are −1.758632 t, −1.755421 t and −1.752156 t, with Δ = 3.265 × 10⁻³ t, T − T_s = 2.984 × 10⁻³ t and R = −0.006476 + 0.003265 = −0.003211 t. Here Δ cancels half of E_c, whereas at α = 0.25 it is 3 per cent of |E_c|.

At α = 0.25 the local potential is u = (−0.17827, −0.95355, 0.63035, −0.01479, 1.19387, −0.67761) t, and (9) gives, on site 2 for instance, v_R = −0.95355 − (−1) = 0.04645 t. The remainder potentials are

α = 0:  v_R = (−0.23282, 0.06496, 0.17715, −0.01999, 0.25581, −0.24511) t
α = 0.25:  v_R = (−0.17827, 0.04645, 0.13035, −0.01479, 0.19387, −0.17761) t
α = 1:  v_R = (−0.00670, −0.00308, −0.00374, 0.00404, −0.00047, 0.00995) t

The derivative of R can also be formed directly, by moving a charge ±10⁻³ from site 6 to site j, recomputing F and F^S, and taking the central difference, which approximates v_R,j − v_R,6. Shifted to zero mean, the result at α = 0.25 is (−0.17827, 0.04645, 0.13036, −0.01478, 0.19387, −0.17762) t. Differentiating (12) shows that v_R consists of (1 − α)w plus the derivatives of E_c and Δ, so at α = 1 only the last two remain, and their largest component is 0.00995 t against 0.25581 t for v_R at α = 0.

The least-squares fit (13), nine matrix elements against five independent potential values, leaves c = 3.55631 × 10⁻³ t, and (15) gives the slope 0.64062 t. Searches at α = 0.02 and 0.04, extrapolated as 2q(0.02) − q(0.04) for q = Δ/α² and for q = (gap(α) − gap(0))/α, give the same two numbers to the digits shown. At α = 0.25 the leading term is 0.0625 × 3.55631 × 10⁻³ = 2.223 × 10⁻⁴ t, which exceeds Δ by 2 per cent of Δ; at α = 1 it exceeds Δ by 9 per cent of Δ. The largest element of γ − γ_KS has modulus 5.5 × 10⁻³ at α = 0.25 and 2.1 × 10⁻² at α = 1, and it is off-diagonal because the densities agree.

The eigenvalue gap is 0.966520 t, 1.128570 t and 1.635712 t at α = 0, 0.25 and 1. The linear estimate at α = 0.25 is 0.96652 + 0.25 × 0.64062 = 1.12668 t, low by 0.0019 t. Density and energy are exact for all three values of α, yet the gaps lie 40 per cent below, 30 per cent below and 1.5 per cent above the exact 1.611911 t. The closeness at α = 1 has a simple origin. There ε_L and −ε_H are the energy changes on adding an electron to L and removing one from H with all orbitals frozen, for the Hamiltonian with site potential u, and u differs from v by at most 0.01 t. Orbital relaxation and the change of correlation energy are left out, so the agreement is approximate and no theorem derived here guarantees it. These terms are small here because the interaction is weak: for Hartree–Fock with potential v the gap is 1.643 t, relaxation contributes −0.035 t and the change of correlation energy +0.003 t. At U = 2 t and 3 t the gap at α = 1 lies 4 and 6 per cent above I − A.

The minimum property (3) can be seen by displacing Φ^S at α = 0.25 by X = ±0.05 D, with D a randomly chosen unit vector in the nine-dimensional space, and evaluating R at the displaced density: E − E0 is 0.00753 t and 0.00750 t.

Equations (7) can be solved without knowing ρ0. For an input density, (9) gives v_R; (7) is solved at fixed v_R, self-consistently in γ, for an output density; and the next input is (1 − β)ρ_in + βρ_out. Near the solution let χ = δρ/δv and χ_S = δρ/δu be the response matrices on the space of zero-sum vectors. An input error δρ gives δu = χ_S⁻¹δρ and δv_ρ = χ⁻¹δρ, hence δρ_out = χ_S(χ_S⁻¹ − χ⁻¹)δρ = (1 − χ_Sχ⁻¹)δρ, and one cycle multiplies the error by 1 − βχ_Sχ⁻¹. Both matrices are second derivatives of a minimum energy with respect to the potential, so they are symmetric and, being invertible, negative definite; the eigenvalues p of χ_Sχ⁻¹ are then real and positive, and the cycle converges locally when βp < 2 for all of them. With α = 0.25, β = 0.7 and the uniform start ρ_j = 0.5, the input and output densities agree to 10⁻⁸ after 18 iterations, at the density ρ0 listed above and E = −2.493402 t.

10. Approximate remainder in a basis set

For molecules R is approximated. Replacing E_x^KS in (12) by the PBE exchange functional, replacing E_c + Δ by the PBE correlation functional, and taking α = 1/4 gives

R ≈ (1 − α)(E_H + E_x^PBE) + E_c^PBE

and (7) becomes the PBE0 equations. The derivation of (6) and (7) is unchanged, but the minimizer of E[Φ] no longer has the exact density or energy. For a functional ∫e(ρ, ∇ρ), the variation ∫(∂e/∂ρ δρ + ∂e/∂∇ρ·∇δρ) integrated by parts gives the local potential ∂e/∂ρ − ∇·(∂e/∂∇ρ); its matrix V^xc is evaluated on a grid from the form before the partial integration.

For a closed shell with real basis functions b_μ, overlap matrix O and occupied coefficients C, let D = 2CCᵀ, J_μν = Σ(μν|λσ)D_λσ and K_μν = Σ(μλ|νσ)D_λσ. Each spin has the density matrix D/2, so E_H = ½Tr(DJ), E_x = 2 × (−½) × Tr(DK)/4 = −¼Tr(DK), and the exchange operator of one spin has the matrix −½K. Then

f = T + V + α(J − ½K) + [(1 − α)J + V^xc],  fC = OCε

where the bracket is the matrix of v_R, and J enters with total weight one. Both spins rotate together, so (6) becomes δE = 4Σf_aiκ_ai for real κ. In a finite basis stationarity makes ⟨a|f|i⟩ vanish only for unoccupied functions a inside the basis, and the matrix does not determine v_R(r) uniquely, so the inversion behind (9) needs regularization there.

For tetrahedral SiH4 with Si–H = 1.48 Å, a self-consistent restricted PBE0 calculation in the 6-31G basis, with the exchange-correlation terms integrated on an atom-centred grid (PySCF level 2), gives T = 291.2617 Eh, E_H = 154.8440 Eh, E_x[Φ] = −21.6938 Eh, 0.75E_x^PBE + E_c^PBE = −16.7950 Eh, ∫vρ = −736.9171 Eh and the nuclear repulsion 21.3367 Eh. The pieces of (3) are

S = 291.2617 + 0.25 × (154.8440 − 21.6938) = 324.5493 Eh
R = 0.75 × 154.8440 − 16.7950 = 99.3380 Eh
E = 324.5493 + 99.3380 − 736.9171 + 21.3367 = −291.693 Eh

The four decimals serve the bookkeeping and do not measure accuracy against the exact energy. They are stable on a finer grid (level 4), but not against the basis: 6-31G*, aug-cc-pVDZ and def2-TZVP lower E by 0.03, 0.05 and 0.06 Eh. The eigenvalues of f are ε_H = −0.365 Eh and ε_L = 0.067 Eh, a gap of 0.432 Eh = 11.75 eV. The local part of f vanishes far from the molecule in this approximation, so a positive ε_L lies above the continuum threshold; the level is held by the finite basis, and this gap belongs to the 6-31G calculation. In 6-31G*, def2-TZVP and aug-cc-pVDZ, ε_H moves only to between −0.362 and −0.363 Eh, while ε_L falls to 0.059, 0.040 and 0.001 Eh and the gap to 11.5, 11.0 and 9.9 eV.

The gradient formula holds away from stationarity as well. Let G be the antisymmetric matrix with unoccupied-occupied block κ, a random matrix of unit norm, and rotate the converged coefficients by exp(θG). Since exp((θ + δ)G) = exp(θG)exp(δG), the derivative dE/dθ equals 4Σf_aiκ_ai with f built from, and expressed in, the orbitals at θ. At θ = 0.1 this expression is 3.463596 Eh, and the central difference of E between θ = 0.0999 and 0.1001 has the same value to these digits.
